# Hydrogen's static polarizability by the Dalgarno–Lewis method

## Question

I am trying to calculate the static polarizability of ground-state hydrogen. Second-order perturbation theory gives me

$$\alpha=2\sum_{k\neq0}\frac{|\langle k|z|0\rangle|^2}{E_k-E_0}.$$

In atomic units the $n=2$ term is about 2.96. If I keep adding bound states, the sum settles near 3.66. I know that the continuum belongs in the sum too, but I don't know how to do that part in closed form.

I was told that the Dalgarno–Lewis method replaces the whole sum by one differential equation, starting from $\psi_1=f\psi_0$. I don't see why this form is allowed, how to find $f$, what to do with the homogeneous solutions, or where the continuum has gone. And can the answer be called exact, given that a uniform field can ionize the atom?

## Answer

Your bound-state sum is right, and the part it lacks is the continuum. The first-order wavefunction contains both parts, and for hydrogen it is a polynomial times the ground state.

### The equation for the first-order function

I use Hartree atomic units, a nonrelativistic electron without spin, and a fixed point nucleus. The field $F$ points along $+z$. The electron has charge $-1$, so the force on it is $-F$ and its potential energy is $+Fz$:

$$H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r .$$

The unperturbed ground state is $\psi_0=e^{-r}/\sqrt\pi$, with $E_0=-\tfrac12$. The polarizability is defined by $E(F)=E_0-\tfrac12\alpha F^2+\dots$

Insert $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$ and $E=E_0+FE_1+F^2E_2+\dots$ into $H\psi=E\psi$. The terms linear in $F$ give

$$(H_0-E_0)\psi_1=(E_1-z)\psi_0 .$$

Project this on $\psi_0$. The left side vanishes because $H_0$ is Hermitian, so $E_1=\langle\psi_0|z|\psi_0\rangle$, which is zero by parity. Hence

$$(H_0-E_0)\psi_1=-z\psi_0. \tag{1}$$

The quadratic terms give $(H_0-E_0)\psi_2+z\psi_1=E_2\psi_0$. Projecting again on $\psi_0$,

$$E_2=\langle\psi_0|z|\psi_1\rangle,\qquad \alpha=-2E_2. \tag{2}$$

To see where your sum is, expand $\psi_1$ in eigenstates of $H_0$ and project (1) on $\langle k|$. This gives $(E_k-E_0)\langle k|\psi_1\rangle=-\langle k|z|0\rangle$, so

$$\psi_1=-\sum_{k\ne0}|k\rangle\frac{\langle k|z|0\rangle}{E_k-E_0},$$

where the sum includes an integral over the continuum. Put into (2), this is your formula. Solving (1) directly therefore performs the sum and the integral together.

### Why $\psi_1=f\psi_0$ helps

The ground state has no nodes, so $f=\psi_1/\psi_0$ is defined everywhere and the substitution loses nothing. By the product rule,

$$\nabla^2(f\psi_0)=\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0+f\nabla^2\psi_0 .$$

Therefore

$$(H_0-E_0)f\psi_0=-\tfrac12\psi_0\nabla^2f-\nabla f\cdot\nabla\psi_0+f(H_0-E_0)\psi_0 .$$

The last term is zero, and it takes the Coulomb potential with it. Since $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$, the middle term is $+\psi_0\,\partial f/\partial r$. Equation (1), divided by $-\psi_0$, becomes

$$\tfrac12\nabla^2f-\frac{\partial f}{\partial r}=z=r\cos\theta. \tag{3}$$

The operator on the left conserves angular momentum and the source has $l=1$, so try $f=g(r)\cos\theta$. The angular part of the Laplacian contributes $-l(l+1)/r^2=-2/r^2$:

$$\tfrac12\left(g''+\frac{2g'}r-\frac{2g}{r^2}\right)-g'=r. \tag{4}$$

Now see what the left side does to a power $r^n$:

$$\tfrac12[n(n-1)+2n-2]r^{n-2}-nr^{n-1}=\tfrac12(n-1)(n+2)r^{n-2}-nr^{n-1}.$$

To produce $r$ on the right we need $n=2$. That power also produces a constant, which an $n=1$ term can cancel. The chain then stops, because the factor $n-1$ vanishes at $n=1$. With $g=ar+br^2$, equation (4) reads

$$(2b-a)-2br=r,$$

so $b=-\tfrac12$ and $a=2b=-1$. The result is

$$\boxed{\psi_1=-\left(r+\frac{r^2}{2}\right)\cos\theta\;\psi_0} \tag{5}$$

The minus sign is physical. To first order the density changes by $2F\psi_0\psi_1$, which is negative for $z>0$: the electron moves against the field, as a negative charge should.

### The homogeneous solutions

If two normalizable, regular functions solve (1), their difference $\chi$ obeys $(H_0-E_0)\chi=0$. The ground level is nondegenerate, so $\chi=c\,\psi_0$. Normalization and the choice of phase let us set $\langle\psi_0|\psi_1\rangle=0$, which (5) satisfies by parity. Even without that choice $E_2$ would not change, since $c\langle\psi_0|z|\psi_0\rangle=0$.

Equation (4) does have two homogeneous solutions of its own, but neither is admissible. Near the origin they behave as $r$ and $r^{-2}$. A function containing $r^{-2}$ is not square-integrable there, because $\int r^{-4}r^2\,dr$ diverges. The one that starts as $r$ grows at large distance as $e^{2r}$, up to powers of $r$, so $g\psi_0$ grows as $e^{r}$. If it did not grow, it would be an $l=1$ bound state at energy $-\tfrac12$, and hydrogen has none.

### The polarizability

The radial moments of the ground state are

$$\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}},$$

so $\langle r^2\rangle=3$ and $\langle r^3\rangle=7.5$. The angular average of $\cos^2\theta$ is $\tfrac13$. From (2) and (5),

$$E_2=-\tfrac13\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)=-\tfrac13(3+3.75)=-\tfrac94,$$

$$\boxed{\alpha=-2E_2=\tfrac92\ \text{a.u.}}$$

In SI units this is about $7.42\times10^{-41}\ \mathrm{C^2\,m^2/J}$. As a polarizability volume it is about $0.667$ Å$^3$.

The induced dipole gives a consistency check of the factor 2. The electron's dipole is $d=-\langle z\rangle$, and to first order

$$d=-2F\langle\psi_0|z|\psi_1\rangle=-2FE_2=\alpha F .$$

The interaction energy is then $F\langle z\rangle=-\alpha F^2$, twice the total shift. The other half is the cost of distorting the atom. To second order this cost is

$$F^2\langle\psi_1|H_0-E_0|\psi_1\rangle=-F^2\langle\psi_1|z|\psi_0\rangle=+\tfrac12\alpha F^2,$$

where (1) was used. The sum is $-\tfrac12\alpha F^2$, as it must be.

### What your sum was missing

Every term of your sum is positive, so any partial sum is a lower bound. For an upper bound, replace each denominator by the smallest one, $E_2^{\rm level}-E_0=-\tfrac18+\tfrac12=\tfrac38$. Completeness then gives $\sum_k|\langle k|z|0\rangle|^2=\langle z^2\rangle=\tfrac13\langle r^2\rangle=1$, and

$$2.96<\alpha<\frac{2}{3/8}=\frac{16}{3}\approx5.33 .$$

The bound states can be summed from a closed formula. Write the $np$ radial function, with $u=rR$, as

$$u_n=N_n r^2e^{-r/n}M(2-n,4,2r/n),$$

where $M$ is the confluent hypergeometric series, here a polynomial. With $m=n-2$ it is related to a Laguerre polynomial by $M(-m,4,x)=\frac{6\,m!}{(m+3)!}L^{(3)}_m(x)$. These polynomials are orthogonal with weight $x^3e^{-x}$ and squared norm $(m+3)!/m!$. In their three-term recurrence, $xL^{(3)}_m$ contains $L^{(3)}_m$ with the coefficient $2m+4=2n$, so

$$\int_0^\infty x^4e^{-x}\left[L^{(3)}_{n-2}(x)\right]^2dx=2n\,\frac{(n+1)!}{(n-2)!}.$$

With $x=2r/n$, the condition $\int u_n^2\,dr=1$ becomes

$$N_n^2\left(\frac n2\right)^5\cdot36\,\frac{(n-2)!}{(n+1)!}\cdot2n=N_n^2\,\frac{9n^5}{4(n^2-1)}=1,$$

which gives $N_n^2=4(n^2-1)/(9n^5)$.

The radial dipole integral with $u_{1s}=2re^{-r}$ follows from

$$J(p)=\int_0^\infty r^3e^{-pr}M(2-n,4,2r/n)\,dr .$$

Integrate term by term. The factor $(j+3)!=6\,(4)_j$ from $\int r^{j+3}e^{-pr}dr$ cancels the $(4)_j$ in the denominator of $M$, where $(4)_j=4\cdot5\cdots(j+3)$. A binomial series remains:

$$J(p)=\frac6{p^4}\left(1-\frac2{np}\right)^{n-2}=6\,p^{-n-2}\left(p-\frac2n\right)^{n-2}.$$

We need one more power of $r$, hence $-J'(p)$ at $p=1+1/n$. Differentiation produces the bracket

$$\frac{n+2}{p}-\frac{n-2}{p-2/n}=n\left(\frac{n+2}{n+1}-\frac{n-2}{n-1}\right)=\frac{2n^2}{n^2-1},$$

and so

$$-J'=12\,n^6\frac{(n-1)^{n-3}}{(n+1)^{n+3}} .$$

The squared radial integral is

$$R_n^2=4N_n^2(J')^2=\frac{2^8n^7(n-1)^{2n-5}}{(n+1)^{2n+5}},$$

and the angular factor makes $|\langle np_0|z|1s\rangle|^2=R_n^2/3$. For $n=2$, $R_2^2=2^{15}/3^9\approx1.665$, so the contribution to $\alpha$ is $2(1.665/3)/(3/8)\approx2.96$, your first number.

For the continuum, let $E=k^2/2$ and let $R_E$ be the radial dipole integral between $u_{1s}$ and the $p$-wave Coulomb function, normalized to a delta function in energy. Its share is

$$\alpha_{\rm cont}=\frac23\int_0^\infty\frac{R_E^2}{E+\frac12}\,dE .$$

Summing the closed formula over the bound states and integrating the continuum numerically gives these parts, in atomic units:

- $n=2$: 2.9596
- bound states with $n>2$: 0.7036
- continuum: 0.8367

Before rounding, they add up to 4.5000. The continuum supplies 18.6 percent of the polarizability, although the field is static and no ionized electron is observed. These states enter as components of a localized distortion: each continuum function extends to infinity, but their superposition, together with the bound states, is $\psi_1$, which decays as $r^2e^{-r}$.

### A finite field

Take $F=0.005$ a.u., or $2.57\times10^9$ V/m. Second-order theory predicts

$$E_2F^2=-2.25\,(0.005)^2=-5.625\times10^{-5}\ \text{hartree},$$

$$d=4.5\times0.005=0.0225\ \text{a.u.}$$

The weight of the $p$ wave admixed into the ground state is, to this order, $F^2\langle\psi_1|\psi_1\rangle$. With $\langle r^4\rangle=22.5$,

$$\langle\psi_1|\psi_1\rangle=\tfrac13\left\langle r^2+r^3+\tfrac14r^4\right\rangle=\tfrac13(3+7.5+5.625)=\tfrac{43}{8},$$

which gives a weight of $1.344\times10^{-4}$.

These can be compared with a diagonalization of the full $H$ in a basis of decaying Laguerre functions with $l\le5$ and ten radial functions for each $l$, which makes no use of $\psi_1$. It gives a shift of $-5.6285\times10^{-5}$ hartree, a dipole of 0.022528 a.u. and a $p$-wave weight of $1.346\times10^{-4}$. Relative to the second-order values, the shift is larger by 0.06 percent and the dipole by 0.12 percent.

The factor of two between these deviations has a simple origin. Reflection $z\to-z$ shows that $E(F)=E(-F)$, so the next energy term is $E_4F^4$. Relative to $-\tfrac12\alpha F^2$ it is a correction of $-2E_4F^2/\alpha$. The dipole is $d=-dE/dF=\alpha F-4E_4F^3$, whose relative correction is $-4E_4F^2/\alpha$, twice as large.

The energy left after subtracting the second-order term is $-3.479\times10^{-8}$ hartree at $F=0.005$ and $-5.605\times10^{-7}$ hartree at $F=0.01$. The ratio is 16.11. A pure $F^4$ law would give 16, and the small excess is consistent with an $F^6$ term of the same sign.

### In what sense is it exact?

The number $\tfrac92$ is the exact quadratic coefficient for the model stated above. It is not a claim that the atom stays bound forever. Along the negative $z$ axis, at distance $s$ from the nucleus, the potential is $-1/s-Fs$. It has a maximum of $-2\sqrt F$ at $s=1/\sqrt F$ and then falls without limit, so the electron can tunnel out at any nonzero $F$. The state is then a resonance, and the expansion describes the position of its energy as $F\to0$.

At $F=0.005$ the top of the barrier is at $-0.141$ hartree, far above $-0.5$. A crude estimate of where the barrier ceases to hold the electron is $-2\sqrt F=-\tfrac12$, or $F=\tfrac1{16}$. This neglects the Stark shift and the motion across the axis, and for hydrogen it is too low. The problem separates in parabolic coordinates, and the energy of the motion across the axis is not available for escape. In the coordinate $\eta=r-z$ the ground state sees the effective potential $-\frac1{4\eta}-\frac1{8\eta^2}-\frac{F\eta}8$ at energy $-\frac18$, still without the Stark shift, and this barrier disappears only near $F\approx0.11$. The basis used above consists of localized functions, so it gives the energy shift and not the decay rate.

The first-order wavefunction has a separate limitation, which appears on both sides of the atom. The ratio $F|\psi_1/\psi_0|$ on the axis is $F(r+r^2/2)$, which reaches 1 at $r\approx19$ for $F=0.005$. First-order theory fails out there, but the density in that region carries a factor $e^{-2r}\approx e^{-38}$, so the energy and dipole at this field are hardly affected. The coefficient $\alpha$ itself is defined as $F\to0$ and is not affected at all.

### A nucleus of finite mass

For a neutral atom the field acts on the relative coordinate alone, since the two charges contribute $F(z_e-z_p)=Fz$. The kinetic energy becomes $-\nabla^2/(2\mu)$, with $\mu$ the reduced mass in electron masses. Set $\mathbf r=\boldsymbol\rho/\mu$:

$$H=\mu\left[-\tfrac12\nabla_\rho^2-\frac1\rho+\frac{F}{\mu^2}\rho_z\right].$$

The bracket is the fixed-nucleus problem in a field $F/\mu^2$. Its quadratic shift, multiplied by $\mu$, is $-\tfrac12\cdot\tfrac92\,F^2/\mu^3$, so

$$\alpha(\mu)=\frac{9}{2\mu^3}.$$

A lighter reduced mass makes a larger, softer atom. At the trial value $\mu=0.9$, both this formula and the diagonalization give 6.1728 a.u. For a proton, $\mu=0.9994557$ and $\alpha=4.507$ a.u., an increase of 0.16 percent over the fixed-nucleus value. Relativistic corrections are still left out. The numerical output below lists the main computed values.

## Computed values

```
<r^2> in ground state: 3.0000 a.u.
<r^3> in ground state: 7.5000 a.u.
Second-order coefficient E2: -2.2500 a.u.
Polarizability from psi1: 4.5000 a.u.
Norm <psi1|psi1>: 5.3750 a.u.
Polarizability from diagonalization: 4.500000 a.u.
Largest error of radial psi1, F=0.001: 5.0e-05 a.u.
Basis: l up to 5, 10 radial functions per l
Sum over states, n=2 term (lower bound): 2.9596 a.u.
Sum over states, bound n>2: 0.7036 a.u.
Sum over states, all bound: 3.6633 a.u.
Sum over states, continuum: 0.8367 a.u.
Bound plus continuum: 4.50000 a.u.
Continuum share: 18.6 percent
Upper bound, smallest denominator: 5.3333 a.u.
Example field F: 0.005 a.u.
Example field F in SI: 2.5711e+09 V/m
Second-order energy shift at F: -5.625000e-05 hartree
Diagonalized energy shift at F: -5.628479e-05 hartree
Energy remainder at F: -3.479e-08 hartree
Energy remainder at 2F: -5.605e-07 hartree
Ratio of remainders 2F to F: 16.11
Linear dipole alpha*F: 0.022500 a.u.
Diagonalized dipole at F: 0.022528 a.u.
First-order p-wave weight at F: 1.3438e-04
Diagonalized p-wave weight at F: 1.3457e-04
Polarizability in SI: 7.4195e-41 C^2 m^2/J
Polarizability volume: 0.6668 angstrom^3
Mass test, mu=0.9, diagonalized: 6.17284 a.u.
Mass test, mu=0.9, scaling: 6.17284 a.u.
Reduced mass with proton: 0.9994557 electron masses
Polarizability with proton mass: 4.50736 a.u.
```
